# Zero modes, self-stress and redundant bonds in a low-k network, part 2

The problem is to count the motions that strong bonds and stiff angles leave free in an organosilicate network when some constraints are redundant. The atoms have $F$ free displacement components $u$, and $B$ distance constraints, called bonds, have first-order extensions $e=Cu$. Bond tensions $t$, positive when a bond pulls its ends together, put forces $f=-C^Tt$ on the atoms. There are $N_0$ independent zero modes ($Cu=0$) and $N_s$ independent self-stresses ($C^Tt=0$). Floppy modes are the zero modes other than rigid motions; a periodic cell of fixed shape has three rigid motions, the translations.

Two derivations, one from the rank of $C$ and one adding bonds one at a time, gave

$$
N_0-N_s=F-B .
$$

In the second, a new bond lowers $N_0$ by one if some existing zero mode stretches it. Otherwise it is redundant and raises $N_s$ by one. If a self-stress has $t_b\neq0$, then

$$
e_b=-\sum_{a\ne b}\frac{t_a}{t_b}\,e_a ,
$$

so bond $b$ can be taken out without freeing any motion (the removal rule).

With masses on the diagonal of $M$, positive spring constants on that of $K$, and an unstressed reference state, the squared angular frequencies are the eigenvalues of

$$
D=M^{-1/2}C^TKCM^{-1/2} ,
$$

acting on $v=M^{1/2}u$. The number of zero frequencies is $N_0$.

The example is a periodic cell of methylsilsesquioxane with 8 Si, 12 O and 8 methyl groups, each treated as one particle, so $F=84$. Each silicon atom and its four neighbours, three bridging oxygens and one methyl, form a unit held by ten distances: four bond lengths and six distances between neighbours. Thus $B=80$. Each unit has a self-stress with nonzero tension in all ten bonds, so $N_s\ge8$ and

$$
N_0\ge4+8=12 .
$$

A smaller example, listed in the final output, is a plane frame of two squares sharing a side, with $F=12$, seven sides as bonds, and diagonal braces.

### The same number of bonds, placed differently

The silsesquioxane cell has an edge of 0.840 nm. Its bond lengths are 0.161 nm for Si–O and 0.187 nm for Si–C. With tetrahedral angles, whose cosine is $-1/3$, the distance between two oxygen atoms of a unit is $0.161\sqrt{8/3}=0.263$ nm. The distance from oxygen to methyl is

$$
\sqrt{0.161^2+0.187^2+\tfrac23(0.161)(0.187)}=0.285\ \text{nm}.
$$

The numerical structure satisfies all these distances. Counting its zero modes and self-stresses gives the following results for the same atomic positions and the same $F=84$.

| Constraints | $B$ | $N_0$ | $N_s$ |
|---|---:|---:|---:|
| Ten per unit | 80 | 12 | 8 |
| Nine per unit | 72 | 12 | 0 |
| Nine per unit, 8 braces | 80 | 4 | 0 |
| Ten per unit, 12 braces | 92 | 3 | 11 |

The first row reaches the lower bound found earlier: 12 zero modes, of which nine are floppy. In the second row one distance between an oxygen atom and the methyl particle has been deleted from each unit. The local self-stress has a nonzero tension in every one of its ten bonds, so the removal rule says that no motion is freed. The table agrees: $N_0$ stays at 12, and the eight self-stresses disappear.

In the third row the eight deleted constraints are spent elsewhere, as braces that fix the distance between silicon atoms joined by an oxygen bridge. Each brace was chosen so that it was not redundant when added. The number of constraints is again 80, but $N_0$ is now 4. One floppy mode remains instead of nine. The first and third rows have equal $F$ and equal $B$, and differ by eight self-stresses and eight zero modes.

The fourth row keeps all ten distances per unit and adds all twelve possible braces. Nine of them remove the nine floppy modes. The other three are redundant and raise $N_s$ from 8 to 11.

The count is not peculiar to motions that repeat in every cell. For displacements that change sign from one cell to the next along one cube axis, the calculation again gives $N_0=12$ and $N_s=8$. Any displacement of a cell doubled along that axis is a sum of a repeating part and an alternating part. The doubled cell therefore has $N_0=24$ and $N_s=16$, and their difference of 8 equals $168-160$. Three of the 24 are translations.

### What each derivation assumes

Both derivations assume a finite number of atoms and bonds, lengths expanded to first order, and forces along the bonds, so that the matrix of force balance is $-C^T$. Neither assumes a generic geometry, particular masses or particular spring constants.

The first derivation treats the network as one linear map. It needs a basis that can be extended and a notion of perpendicular lists, but no energy and no order of assembly. It carries over to waves with complex amplitudes if the transpose is replaced by the conjugate transpose. It gives the number of redundant constraints without saying what any single bond contributes.

The second derivation needs an order of assembly and borrows unit springs to prove that a balancing set of tensions exists. The springs are a device of the proof, and the result does not depend on them. In return it gives a criterion for each bond: the bond is redundant, at the moment it is added, if no existing zero mode stretches it. This is the criterion by which the eight braces were placed.

The assumption of first-order lengths is the one with physical consequences. A zero mode in this sense need not continue as a motion of finite size, and its frequency need not vanish if the bonds are already under tension.

### Tension in the reference state

The simplest case is an atom between two fixed walls, joined to each by a spring of constant $k$ and length $L$, all on one line. In a plane, $F=2$ and $B=2$. Sideways motion stretches neither bond to first order, so $N_0=1$. Equal tensions in the two bonds balance, so $N_s=1$. The difference is zero, as required.

For a sideways displacement $y$ each spring has length $\sqrt{L^2+y^2}\approx L+y^2/(2L)$. If the springs are unstressed at $y=0$, the energy is

$$
E=2\cdot\tfrac12k\left(\frac{y^2}{2L}\right)^2=\frac{ky^4}{4L^2}
$$

to leading order. The motion has zero harmonic frequency, but it is resisted at finite size. If each spring already carries a tension $T$, the work done against it adds $2T\,y^2/(2L)=Ty^2/L$. The sideways stiffness, the second derivative of this energy, is

$$
k_\perp=\frac{2T}{L} .
$$

Tension thus gives a frequency to a mode that the count calls zero. Compression makes $k_\perp$ negative, and the straight arrangement is unstable.

Deposited films are under stress, and 50 MPa is a rough value for a low-k film. To estimate the tension per bridge, let a stress $\sigma$ act equally in all directions on a cell of volume $V$ with $N$ bridges, each of length $L_b$ from silicon to silicon. A small uniform strain $\epsilon$ changes the volume by $3\epsilon V$ and each bridge by $\epsilon L_b$. Equating the work, $3\sigma V\epsilon=NTL_b\epsilon$, gives

$$
T=\frac{3\sigma V}{NL_b} .
$$

With twelve bridges in the cell and a mean silicon-silicon distance of 0.31 nm, this is about 24 pN. Treating the bridge as straight, the sideways stiffness of its oxygen atom is $2(24\ \text{pN})/(0.161\ \text{nm})\approx0.30$ N/m. An oxygen atom moving alone against it would vibrate at 18 cm$^{-1}$. This is an estimate of size: film stress acts mainly in the plane of the film, the bridges are bent, and an irregular network need not share the load equally among them, as was assumed here. It also presumes that some force transmits the stress from unit to unit. The unbraced model cannot do so to first order, because each of its eight self-stresses is confined to one unit.

### Weak forces and the floppy modes

One weak force left out of the count is the resistance of the Si–O–Si angle to bending. Let it add a small matrix $\varepsilon W$ to $D$. Write a lifted floppy mode as $v=v_0+\varepsilon v_1$, with squared frequency $\varepsilon\lambda_1$. Comparing powers of $\varepsilon$ in $(D+\varepsilon W)v=\varepsilon\lambda_1v$ gives

$$
Dv_0=0,\qquad Dv_1+Wv_0=\lambda_1v_0 .
$$

The first equation says that $v_0$ is a combination of zero modes, $v_0=Za$, where the columns of $Z$ are orthonormal zero modes of $D$. Multiplying the second by $Z^T$ removes $Dv_1$, because $D$ is symmetric and $DZ=0$. What remains is

$$
Z^TWZ\,a=\lambda_1a .
$$

To leading order the weak forces act within the space of zero modes, and the lifted frequencies scale as the square root of the weak force constant.

For the example, rough spring constants were taken: 450 N/m for Si–O, 250 N/m for Si–C, 50 N/m for the distances that fix the angles, and 5 N/m for twelve Si···Si springs that stand in for bending of the bridges. The substitute is crude. The straighter a bridge is, the less its silicon-silicon distance responds to the angle, and between 129° and 169° the angular stiffness supplied by such a spring falls by a factor of about 20. Without the weak springs the lowest nonzero frequency is 64 cm$^{-1}$ and the highest about 1200 cm$^{-1}$. With them, the nine floppy modes appear between 2.3 and 17.8 cm$^{-1}$. The projected matrix gives 2.4 to 18.3 cm$^{-1}$, slightly higher at both ends of the range. The next mode is at 64 cm$^{-1}$, so the nine modes remain a separate group. The prescribed distances and the cell do not fix the structure uniquely. In other structures that satisfy them, the network with ten constraints per unit again had 12 zero modes, while the lower end of the floppy range lay between about 0.4 and 5 cm$^{-1}$ and the upper end between about 13 and 23 cm$^{-1}$. All these frequencies refer to motions that repeat in every cell, and the lower end is not converged with cell size. For a wave that does not repeat, none of the twelve zero modes is a translation, and only twelve weak springs oppose them, so some combination can be left almost free. In one such structure the range was 2.8 to 19 cm$^{-1}$ for a single cell. Doubling the cell along one axis lowered the softest mode to 0.05 cm$^{-1}$, while the upper end moved only to about 20 cm$^{-1}$.

These low values are not predictions for a film. At 300 K the thermal energy corresponds to 209 cm$^{-1}$, so the modes are classical, and the harmonic model, counting only motions that repeat in every cell, gives an rms displacement of 0.20 nm for oxygen. That already exceeds the Si–O bond length. In the structure whose cell was doubled, the softer modes of larger cells raised the harmonic value from 0.2 nm to between 2 and 5 nm. The expansion in small displacements has failed for the softest modes, and in a real solid their motion would be limited by terms of the energy beyond second order and by contact between atoms. The estimate for film stress, 18 cm$^{-1}$, is of similar size to the higher lifted frequencies, so stress cannot be neglected beside bending at this level. The comparison is one of size only. Even the braced model cannot carry an arbitrary stress. Eight of its eleven self-stresses are confined to single units, so at most three can transmit a macroscopic stress, while a strain has six components. At least three combinations of strain cost no energy to second order once the atoms relax, and in general they include some change of volume. A cell free to change its shape therefore offers no harmonic resistance to a stress that acts equally in all directions. If the cell is held cubic, the weak springs do give a bulk modulus for very small strains, and it depends strongly on the arrangement of the atoms: values from below 0.01 to about 1 GPa occur. Extrapolated linearly under that restriction, a mean stress of 50 MPa would call for a linear strain of about 2% in the stiffer structures and of more than 100% in the softest. The second figure lies far outside the range of small displacements and has no physical meaning. It shows only that the small-strain modulus of such a soft structure cannot be used at this stress.

### The model beside a real film

The model has a density of 1.50 g/cm$^3$. Dense methylsilsesquioxane is nearer 1.3 g/cm$^3$, as a rough figure, and porous films are lighter. The mean Si–O–Si angle of 152° is reasonable, but the range from 129° to 169° is wide. The closest approach of a methyl particle to an atom outside its unit is 0.258 nm, well below the usual contact distances of more than 0.3 nm. This crowding belongs to the particular arrangement: some other structures with the same prescribed distances and the same cell have closest approaches of slightly more than 0.31 nm. In a real network, repulsion would favour such arrangements and add further weak forces. Treating methyl as one particle also leaves out its torsion. Pores, hydroxyl groups and irregular connections change $F$ and $B$ themselves. The neglect of weak forces matters directly for the softest vibrations: in this model, bridge bending alone moves nine frequencies from zero to as much as 18 cm$^{-1}$.

The comparison of constraints is less sensitive to these details. As long as the strong forces are much stiffer than the rest, a further strong link lowers the number of soft modes if some soft mode stretches it appreciably. If the stretch is slight, the mode may stay soft. A strong link placed inside a unit that is already rigid adds a self-stress and leaves the number of soft modes unchanged. The numerical output lists the counts and the ranges of the frequencies for the structure used in the table.

## Table of computed values

```
Squares, one brace in each square: B=9 N0=3 Ns=0
Squares, both braces in one square: B=9 N0=4 Ns=1
Squares, tenth, redundant bond added: B=10 N0=3 Ns=1
Cell edge: 0.840 nm; density: 1.50 g/cm3
Si-O length: 0.161 nm; Si-C length: 0.187 nm
O-O distance: 0.2629 nm; O-C distance: 0.2845 nm
Largest misfit of a constrained distance: 2.8e-16 nm
Si-O-Si angle: mean 152.1, min 128.9, max 168.9 degrees
Springs Si-O, Si-C, angle: 450, 250, 50 N/m
Weak Si-Si brace spring: 5.0 N/m
Network: F=84 B=80 F-B=4
Self-stresses of one isolated unit: 1
all ten distances per unit: B=80 N0=12 Ns=8 floppy=9
one distance per unit deleted: B=72 N0=12 Ns=0 floppy=9
deleted ones spent on braces: B=80 N0=4 Ns=0 floppy=1
all distances and 12 braces: B=92 N0=3 Ns=11 floppy=0
Braces used in the exchange: 8
Lowest nonzero wavenumber, no braces: 63.8 1/cm
Highest wavenumber, no braces: 1184 1/cm
Modes lifted by weak braces: 9
Lowest 9 nonzero modes with braces: 2.3 to 17.8 1/cm
Same from projection on zero modes: 2.4 to 18.3 1/cm
Next mode with braces: 64.4 1/cm
Thermal energy at 300 K: 209 1/cm
Thermal rms displacement of O (harmonic): 0.1971 nm
Thermal rms displacement of methyl (harmonic): 0.2854 nm
Assumed film stress: 50 MPa
Tension per bridge from film stress: 23.8 pN
Sideways stiffness of O from it: 0.296 N/m
Wavenumber of O from film stress alone: 17.7 1/cm
Closest methyl contact outside its unit: 0.258 nm
At wavevector pi/a along x: N0=12 Ns=8
```
